Transport and Quantum Lifetimes in Graphene, Bilayer Graphene and Weyl Nodes

**Question**

Electrons at the Fermi level scatter elastically from dilute, randomly placed impurities. Each impurity adds a potential u(r) times the unit matrix in spinor space. Its range a satisfies k_F a ≪ 1, so its Fourier transform is a constant u0 for scattering across the Fermi surface. It is nevertheless smooth enough on the lattice scale not to connect different valleys or nodes. The impurities are weak, so the lowest order in u0 suffices. The carriers are described by

monolayer: H = v(k_x σ_x + k_y σ_y)

bilayer: H = −(1/2m) [ (k_x² − k_y²) σ_x + 2 k_x k_y σ_y ], m = γ1/(2v²)

Weyl node: H = v k·σ in three dimensions.

Here γ1 is the interlayer coupling, and the bilayer form requires E_F ≪ γ1 and leaves out the skew interlayer coupling discussed in (g). The Fermi level lies in the upper band. In the algebra ħ = e = 1. The density of states ν counts one spin and one valley, or one node. The scattering angle is θ, and ⟨…⟩ is the average over final directions: dθ/2π in two dimensions, sinθ dθ/2 in three.

**(a) Express the quantum lifetime τ_q through the spinor overlap F = |⟨χ'|χ⟩|².**

*Answer.* The quantum lifetime is the inverse of the total rate out of a state k. For N_i impurities at positions R_j in a volume (or area) V, with q = k' − k,

⟨k'|U|k⟩ = (u0/V) ⟨χ'|χ⟩ Σ_j exp(−iq·R_j).

The squared sum contains N_i terms with equal indices, each equal to 1. The terms with different indices average to zero for q ≠ 0, because the positions are independent and uniform. Hence

average |⟨k'|U|k⟩|² = W F/V, W = n_i u0², n_i = N_i/V.

The golden rule gives the rate from k to k':

w = (2π/V) W F δ(E' − E).

Summing over k' turns (1/V) Σ δ(E' − E) into ν times an angular average:

1/τ_q = 2πWν ⟨F⟩.

**(b) Find F for the three systems.**

*Answer.* For the monolayer, with φ the direction of k, the upper-band spinor is χ = (1, e^{iφ})/√2. Then

F = |1 + e^{iθ}|²/4 = (2 + 2cosθ)/4 = (1 + cosθ)/2.

In the bilayer the off-diagonal element is −(k²/2m)e^{−2iφ}, so the upper-band spinor is χ = (1, −e^{2iφ})/√2. The minus signs cancel in the overlap:

F = |1 + e^{2iθ}|²/4 = (1 + cos2θ)/2 = cos²θ.

For the Weyl node the projector on the upper band is P = (1 + n·σ)/2, with n = k/k. Using (n'·σ)(n·σ) = n'·n + iσ·(n'×n), Tr σ = 0 and Tr 1 = 2,

F = Tr(P'P) = (1/4)(2 + 2n'·n) = (1 + cosθ)/2.

The monolayer and the Weyl node have no backscattering. The bilayer scatters equally forward and backward, and not at all through 90°.

**(c) Derive the transport lifetime τ_tr and the ratio τ_tr/τ_q.**

*Answer.* Let a force f act along x, and write the change of the distribution as −(∂f0/∂E) f g_k. The steady linearized Boltzmann equation is

f v_x ∂f0/∂E = −Σ_k' w [δf_k − δf_k'],

which becomes

v_x = Σ_k' w (g_k − g_k').

Try g = τ_tr v_x. The velocity is parallel to k and has the same magnitude everywhere on the Fermi surface. Since F depends on θ alone, the components of v' perpendicular to v cancel, leaving v cosθ. Therefore

1/τ_tr = 2πWν ⟨F(1 − cosθ)⟩,

τ_tr/τ_q = ⟨F⟩/⟨F(1 − cosθ)⟩ = 1/(1 − ⟨F cosθ⟩/⟨F⟩).

**(d) Evaluate the ratio for each system.**

*Answer.* In two dimensions ⟨cosθ⟩ = ⟨cos³θ⟩ = 0 and ⟨cos²θ⟩ = 1/2. In three dimensions ⟨cosθ⟩ = 0 and ⟨cos²θ⟩ = 1/3. Thus ⟨F⟩ = 1/2 in every case, and 1/τ_q = πWν. The remaining average gives

monolayer: ⟨F cosθ⟩ = 1/4, τ_tr/τ_q = 1/(1 − 1/2) = 2

bilayer: ⟨F cosθ⟩ = 0, τ_tr/τ_q = 1

Weyl: ⟨F cosθ⟩ = 1/6, τ_tr/τ_q = 1/(1 − 1/3) = 3/2.

A ratio above 1 means that scattering favours forward directions, which end a quantum state but barely reduce the current. The bilayer shows that a ratio of 1 does not require isotropic scattering; it is enough that ⟨F cosθ⟩ = 0, as happens when the angles θ and π − θ are equally likely.

**(e) Recover these values from the ladder correction to the current vertex.**

*Answer.* At leading order in 1/(E_F τ_q), only states near the Fermi surface matter, and

G^R ≈ P/(E_F − ε + iγ), γ = 1/(2τ_q) = πWν/2.

One impurity rung acting on v_x gives W∫G^R v_x G^A. The energy integral of 1/[(E_F − ε)² + γ²] is π/γ, and P v_x P = v n_x P, so

W∫G^R v_x G^A = (πWν/γ) ⟨v n_x P⟩ = 2⟨v n_x P⟩.

For a linear cone in d dimensions, P = (1 + n·σ)/2 and ⟨n_x²⟩ = 1/d. The result is λ vσ_x with λ = 1/d. Since v_x = vσ_x, each further rung multiplies by λ again, and the series sums to v_x/(1 − λ). The current, and with it the lifetime, grows by this factor:

τ_tr/τ_q = 1/(1 − 1/d),

which is 2 for d = 2 and 3/2 for d = 3. In the bilayer P is even under k → −k while n_x is odd. The rung vanishes and the ratio is 1.

**(f) Find the lifetimes and mobilities for the following parameters.** Both graphene systems have v = 10⁶ m/s, 10¹² carriers and 4×10¹² impurities per cm², u0 = 0.50 eV nm² and γ1 = 0.38 eV. The Weyl node has v = 3×10⁵ m/s, 10¹⁸ carriers and 2×10¹⁹ impurities per cm³, and u0 = 0.30 eV nm³.

*Answer.* With spin and valley degeneracy 4, k_F = √(πn) = √(π × 0.01) = 0.1772 nm⁻¹ in graphene. For the monolayer, ħv = 0.6582 eV nm and

E_F = ħv k_F = 0.1167 eV

ν = E_F/[2π(ħv)²] = 0.0429 eV⁻¹ nm⁻²

W = 0.04 × 0.50² = 0.0100 eV² nm²

ħ/τ_q = πWν = 1.35 meV.

Since ħ = 0.6582 meV ps, τ_q = 0.489 ps and τ_tr = 0.978 ps.

For the mobility, the conductivity of an isotropic surface is σ = e²Dv_F²τ_tr/d, with D the total density of states. Because n ∝ k_F^d, D = dn/dE = d·n/(ħk_F v_F). Hence

μ = σ/(ne) = e v_F τ_tr/(ħk_F),

which gives 8.4×10⁴ cm²/Vs for the monolayer.

For the bilayer, E_F = (ħv k_F)²/γ1 = 0.0358 eV and ν = γ1/[4π(ħv)²] = 0.0698 eV⁻¹ nm⁻². Then ħ/τ_q = 2.19 meV, both lifetimes are 0.300 ps, and μ = 1.6×10⁴ cm²/Vs. These are two-band values. At this density the remote bands discussed in (g), without the skew coupling, raise τ_tr to about 0.35 ps, while τ_q and μ change by less than 2%. The mobility is more sensitive to the smaller couplings: the skew coupling v3 = 0.1v alone raises τ_tr to 0.38 ps and μ to about 1.9×10⁴ cm²/Vs, and with the electron–hole asymmetry terms named in (g) μ is about 2.5×10⁴ cm²/Vs for electrons and 1.5×10⁴ cm²/Vs for holes.

For the Weyl node, k_F = (6π²n)^{1/3} = 0.390 nm⁻¹, ħv = 0.1975 eV nm and E_F = 0.0770 eV. With ν = E_F²/[2π²(ħv)³] = 0.0390 eV⁻¹ nm⁻³ and W = 0.02 × 0.30² = 0.0018 eV² nm³, ħ/τ_q = 0.220 meV. This gives τ_q = 2.99 ps, τ_tr = 4.48 ps and μ = 5.2×10⁴ cm²/Vs.

**(g) Which assumptions control the ratios, and how far do the numbers move when they fail?**

*Answer.*

*Atomically sharp defects.* A potential on one A site of graphene sees only the A component of the spinor. The squared matrix element is 1/4 within a valley and 1/4 between valleys, independent of angle. The incoming terms cancel in the Boltzmann equation and the ratio is 1, not 2. For a Gaussian impurity of width a = 0.5 nm the valleys decouple: they lie K = 17.03 nm⁻¹ apart, and the relative strength exp(−K²a²) is about 3×10⁻³² for each of the three equivalent wavevectors that contribute. The same width slightly favours small angles, raising the ratios to 2.016, 1.012 and 1.539 for monolayer, bilayer and Weyl node.

*Remote bands in the bilayer.* With amplitudes a1, b1, a2, b2 on the four sites, where B1 and A2 are joined by γ1, the low-energy conduction band obeys

E a1 = vk e^{−iφ} b1, E b2 = vk e^{iφ} a2, a2 = −b1, E(E + γ1) = (vk)².

The ratio of dimer weight w to the rest is therefore E²/(vk)²:

w/(1 − w) = E/(E + γ1), w = E/(2E + γ1).

The dimer amplitudes carry no angular phase and the other two carry e^{∓iφ}, so the overlap is (1 − w)cosθ + w. Squaring and averaging,

⟨F⟩ = (1 − w)²/2 + w², ⟨F cosθ⟩ = w(1 − w).

To first order in E/γ1 the ratio is 1 + 2E/γ1. At the stated density the four-band Fermi energy is 0.0330 eV, w = 0.074 and the full ratio is 1.19. Adding the skew A1–B2 coupling with velocity v3 = 0.1v, at the same Fermi energy, gives 1.29 for lifetimes averaged with weight v_x². The value 1 is thus a low-energy limit of the unwarped model, missed by about 20 to 30% here. Real bilayers also have the coupling γ4 (A1–A2 and B1–B2) and an energy offset of the dimer sites; with rough values v4 = 0.044v and 22 meV the ratio at this density is about 1.32 for electrons and 1.26 for holes. These figures are for layers of equal energy; a difference of 20 meV between the layers, as a gate can produce, lowers 1.29 to 1.25. With the skew coupling included, lowering the density does not restore the value 1: at 10¹¹ carriers per cm² the Boltzmann ratio is about 1.5. There E_F is only 3.6 meV, against ħ/τ_q ≈ 2.2 meV for the impurities of (f) and k_BT = 0.9 meV at 10 K, so this value applies only to a much cleaner and colder sample.

*Other Weyl nodes.* Suppose a partner node with H = −v k·σ shares the same spin space and is reached with relative strength η. Its overlap is (1 − cosθ)/2, so ⟨F⟩ = (1 + η)/2 and ⟨F cosθ⟩ = (1 − η)/6 in total:

τ_tr/τ_q = 3(1 + η)/(2 + 4η).

For a rough estimate, take η = exp(−Q²a²) with a = 0.5 nm and ignore the variation of the Fourier transform over each Fermi surface, which itself shifts the ratio by a few per cent. A node separation Q = 4 nm⁻¹ then leaves the ratio near 1.5, while at Q = 1 nm⁻¹ the formula gives nearly 1. The second value only illustrates the trend, because separate linear cones are no longer a safe assumption there. In a simple two-band model that joins the nodes, with k_z replaced by (k_z² − Q²/4)/Q, the barrier between them is ħvQ/4 = 0.049 eV. This lies below E_F = 0.077 eV, so the two Fermi surfaces have merged. The fall of the ratio with growing η also depends on the partner's Hamiltonian. A partner with the same H as the first node leaves the ratio at 3/2, and one with a single component of k reversed lowers it only along that axis. Unequal velocities along the axes of a single untilted cone do no such harm. In the variables p_i = v_i k_i the Fermi surface is a sphere, the overlaps depend on the angle between p and p', and each velocity component is v_i p_i/p. The ratio stays 3/2 along each principal axis. A tilt does change it: adding 0.5 v k_z times the unit matrix to the isotropic H gives about 1.31 across the tilt and 1.27 along it, for lifetimes averaged with the squared velocity component as weight. These numbers depend strongly on the average: if τ_q is instead the inverse of the total rate averaged over the Fermi-surface states, they become 1.47 and 1.87. For a tilted cone the ratio therefore needs a stated definition.

*Stronger impurities.* Repeated scattering from one point impurity replaces u0 by u0/(1 − u0 g), where g is the local Green function. In the three models of the question, the angular average removes every spinor-dependent term from g, leaving a multiple of the unit matrix, so the ratio is unchanged. In the four-band bilayer g also couples B1 to A2. The ratio then moves by less than 0.001 for the parameters above, but the rate changes by 2 to 3%, more than the two-band values in the output suggest, because the cutoff 1/a lies outside the two-band range. The rates do change. With a sharp cutoff at k = 1/a, the monolayer rate is 0.90 or 1.11 times the lowest-order value for positive or negative u0.

*Comparison with real graphene.* The monolayer mobility lies between roughly 10⁴ cm²/Vs for sheets on oxide and the values above 10⁵ cm²/Vs reached in good encapsulated samples at low temperature. Real samples often contain charged impurities, whose longer-ranged potential favours small angles and raises the ratio; that shift is not computed here. At 10 K, k_BT/E_F is below 0.03 in all three examples. Acoustic phonons, with a rough deformation potential of 18 eV and classical mode occupation, add about 44% to the monolayer impurity rate at 300 K. At 10 K the same estimate gives 1.5%, but this is only an upper limit: for a sound velocity of 2×10⁴ m/s, phonons of wavenumber 2k_F have an energy of about 5 meV, well above k_BT = 0.9 meV, so their occupation is far below the classical one. The lifetimes above therefore describe a cold sample. Interference corrections are also omitted; k_F ℓ, with ℓ = v_F τ_tr, is 173, 33 and 524 for monolayer, bilayer and Weyl node.

The numerical output below lists the remaining values.

Computed results

```
graphene hbar*v = 0.6582 eV nm; gamma1 = 0.38 eV
Weyl hbar*v = 0.1975 eV nm
2D: carriers 1.0e+12, impurities 4.0e+12 cm^-2
2D impurity strength u0 = 0.50 eV nm^2
Weyl: carriers 1.0e+18, impurities 2.0e+19 cm^-3
Weyl impurity strength u0 = 0.30 eV nm^3
impurity range a = 0.50 nm; temperature = 10 K
random positions: <|sum|^2>/N = 0.997 (sampled)
monolayer: kF = 0.1772 nm^-1, EF = 0.1167 eV
  nu = 0.04286 eV^-1 nm^-2; W = 0.01000 eV^2 nm^2
  <F> = 0.5000, <F cos> = 0.2500
  hbar/tau_q = 1.3464 meV
  tau_q = 0.489 ps, tau_tr = 0.978 ps
  ratio = 2.0000; ladder lambda = 0.4999
  mobility = 83806 cm2/Vs; kF*l = 173
  kF*a = 0.089; ratio at finite range = 2.0158
  rate/Born: 0.903 (u0>0), 1.111 (u0<0)
  kT/EF = 0.0074
bilayer: kF = 0.1772 nm^-1, EF = 0.0358 eV
  nu = 0.06980 eV^-1 nm^-2; W = 0.01000 eV^2 nm^2
  <F> = 0.5000, <F cos> = 0.0000
  hbar/tau_q = 2.1928 meV
  tau_q = 0.300 ps, tau_tr = 0.300 ps
  ratio = 1.0000; ladder lambda = 0.0000
  mobility = 15799 cm2/Vs; kF*l = 33
  kF*a = 0.089; ratio at finite range = 1.0119
  rate/Born: 0.998 (u0>0), 0.996 (u0<0)
  kT/EF = 0.0241
Weyl: kF = 0.3898 nm^-1, EF = 0.0770 eV
  nu = 0.03898 eV^-1 nm^-3; W = 0.00180 eV^2 nm^3
  <F> = 0.5000, <F cos> = 0.1667
  hbar/tau_q = 0.2204 meV
  tau_q = 2.986 ps, tau_tr = 4.479 ps
  ratio = 1.5000; ladder lambda = 0.3331
  mobility = 52379 cm2/Vs; kF*l = 524
  kF*a = 0.195; ratio at finite range = 1.5386
  rate/Born: 0.894 (u0>0), 1.126 (u0<0)
  kT/EF = 0.0112
single-site graphene defect: ratio = 1.0000
valley separation = 17.03 nm^-1 (lattice 0.246 nm)
intervalley/intravalley strength = 3.3e-32
bilayer, impurity on one layer: ratio = 1.0000
four-band bilayer: EF = 0.0330 eV, dimer weight = 0.0739
four-band bilayer: ratio = 1.1871
same EF with warping v3 = 0.1 v: ratio = 1.2861
Weyl, velocities 1:1.2:1.5, ratios = 1.5000, 1.5000, 1.5000
Weyl, equal internode strength: ratio = 1.0000
node separation 4 nm^-1: eta = 0.018, ratio = 1.4735
node separation 1 nm^-1: eta = 0.779, ratio = 1.0432
phonons: D = 18 eV, rho = 7.6e-07 kg/m^2, s = 2e+04 m/s
phonon/impurity rate at 10 K = 0.015
phonon/impurity rate at 300 K = 0.441
monolayer kT/EF at 300 K = 0.222
```
